# How a One Percent Dose Error Moves a Gaussian Implant's Deep Junction

## Question

Boron is implanted into n-type silicon with a dose of $10^{15}\ \mathrm{cm^{-2}}$. Its depth profile is taken as a Gaussian centred 80 nm below the surface, with a straggle (standard deviation) of 30 nm. The silicon has a uniform donor concentration of $10^{17}\ \mathrm{cm^{-3}}$. If the implanter delivers one percent too many ions, how far does the deep p–n junction move? How does this shift depend on the dose, the straggle and the background, and when does the estimate fail?

## Answer

### Where the junction lies

Let $x$ be the depth below the surface, $R_p$ the depth of the peak, $\sigma$ the straggle, $Q$ the dose and $N_B$ the background concentration. The implanted profile is

$$N(x)=N_p\exp\left[-\frac{(x-R_p)^2}{2\sigma^2}\right].$$

The dose is the area under this curve. Since $\int_{-\infty}^{\infty}e^{-s^2/2\sigma^2}\,ds=\sqrt{2\pi}\,\sigma$, the peak concentration is

$$N_p=\frac{Q}{\sqrt{2\pi}\,\sigma}.$$

Here $Q$ normalizes the whole Gaussian, including the small part that lies outside the silicon. With $\sigma=30\times10^{-7}$ cm, this gives $N_p=1.33\times10^{20}\ \mathrm{cm^{-3}}$.

The junction meant here is the metallurgical one, where acceptors and donors are equally concentrated. All implanted atoms are counted as active acceptors. Setting $N(x_j)=N_B$ and taking the logarithm gives

$$\frac{(x_j-R_p)^2}{2\sigma^2}=\ln\frac{N_p}{N_B}.$$

The deep junction is the root with $x_j>R_p$. Its distance from the peak, $d=x_j-R_p$, is therefore

$$d=\sigma\sqrt{2\Lambda},\qquad \Lambda=\ln\frac{N_p}{N_B}.$$

In the example $N_p/N_B=1330$ and $\Lambda=7.193$, so

$$d=30\ \mathrm{nm}\times\sqrt{2\times7.193}=113.8\ \mathrm{nm}.$$

The junction is 193.8 nm below the surface. The other root, at $R_p-d$, would lie above the surface, so there is no shallow junction. Indeed, the boron concentration at the surface is still $3.8\times10^{18}\ \mathrm{cm^{-3}}$, well above the background.

### The shift

Let the dose become $Q(1+\epsilon)$, with $R_p$, $\sigma$ and $N_B$ held fixed. The peak rises by the same factor, so $\Lambda$ becomes $\Lambda+\ln(1+\epsilon)$. The new distance $d'$ satisfies

$$d'^2=2\sigma^2[\Lambda+\ln(1+\epsilon)]=d^2+2\sigma^2\ln(1+\epsilon).$$

It is useful to define the length

$$L=\frac{\sigma^2}{d}.$$

Then $\sigma^2=Ld$. Writing $\eta=\ln(1+\epsilon)$ and taking the positive square root gives

$$d'=d\sqrt{1+\frac{2L\eta}{d}}.$$

For small $y$, $\sqrt{1+y}=1+y/2-y^2/8+\dots$. With $y=2L\eta/d$,

$$d'-d=L\eta-\frac{L^2\eta^2}{2d}+\dots$$

Now insert $\eta=\epsilon-\epsilon^2/2+\dots$ and keep terms up to $\epsilon^2$:

$$\delta x=d'-d=\epsilon L-\frac{\epsilon^2}{2}L\left(1+\frac{L}{d}\right)+\dots$$

The leading term is the estimate sought:

$$\boxed{\delta x\simeq\epsilon\,\frac{\sigma^2}{d}}$$

For the example,

$$L=\frac{(30\ \mathrm{nm})^2}{113.8\ \mathrm{nm}}=7.91\ \mathrm{nm},\qquad \delta x\simeq0.01\times7.91\ \mathrm{nm}=0.079\ \mathrm{nm}.$$

The junction moves about 0.08 nm, or 0.8 Å, deeper. Rounding $d$ to 114 nm does not change this result.

The second-order term is about $-0.0004$ nm. It lowers the shift to 0.0787 nm, so the linear estimate is high by about half a percent of the shift. A dose one percent too low moves the junction by $-0.0795$ nm, slightly more in magnitude. For a dose ten percent too high, the full square-root expression gives 0.751 nm, while the linear rule gives 0.791 nm.

### Why the shift is so small

The length $L$ has a direct meaning. Consider any smooth profile $N(x)=Qg(x)$ whose shape $g$ does not depend on dose. At the original junction, $Qg(x_j)=N_B$. After the dose error,

$$Q(1+\epsilon)g(x_j+\delta x)=N_B.$$

Expand $g(x_j+\delta x)\simeq g(x_j)+g'(x_j)\delta x$, subtract the original condition and drop the product of the two small quantities $\epsilon$ and $\delta x$. This leaves

$$\epsilon g(x_j)+g'(x_j)\delta x=0,$$

and hence

$$\delta x=\epsilon L_{\rm loc},\qquad L_{\rm loc}=-\frac{g(x_j)}{g'(x_j)}=\frac{N}{|dN/dx|}\bigg|_{x_j}.$$

The last form holds because the profile falls with depth at the deep junction. Thus $L_{\rm loc}$ is the local decay length, the distance over which the concentration would fall by a factor $e$ if its logarithmic slope stayed constant. For the Gaussian, $g'/g=-(x-R_p)/\sigma^2$, which gives $L_{\rm loc}=\sigma^2/d$ again.

On a plot of $\ln N$ against depth, a dose error lifts the whole curve by nearly $\epsilon$. The crossing with the background moves sideways by this lift divided by the steepness. A Gaussian becomes steeper, on this logarithmic plot, farther from its peak. At 3.8 straggles from the peak, its decay length is only $\sigma/3.8$.

### How the shift scales

To first order, the shift is proportional to the dose error. Its dependence on the other quantities follows from

$$L=\frac{\sigma}{\sqrt{2\ln(N_p/N_B)}}.$$

At a fixed ratio $N_p/N_B$, the shift is proportional to the straggle. At a fixed dose, a wider profile also has a lower peak, so the dependence is slightly stronger. To find it, differentiate $d^2=2\sigma^2\Lambda$ with respect to $\ln\sigma$. Since $N_p\propto1/\sigma$, $d\Lambda/d\ln\sigma=-1$, and

$$2d\,\frac{\partial d}{\partial\ln\sigma}=4\sigma^2\Lambda-2\sigma^2=2d^2-2\sigma^2.$$

Dividing by $2d$ gives

$$\frac{\partial d}{\partial\ln\sigma}=d-L.$$

Because $\ln L=2\ln\sigma-\ln d$,

$$\frac{\partial\ln L}{\partial\ln\sigma}=2-\frac{d-L}{d}=1+\frac{L}{d}.$$

Here $L/d=0.07$, so near these parameters the shift grows as about $\sigma^{1.07}$.

The dependence on the nominal dose is weak. From $\partial d/\partial\ln Q=L$ and $L=\sigma^2/d$ at fixed $\sigma$,

$$\frac{\partial\ln L}{\partial\ln Q}=-\frac{L}{d}.$$

The shift caused by a given percentage error therefore falls locally as about $Q^{-0.07}$. A larger dose puts the junction farther out, where the Gaussian is steeper. The background enters through $Q/N_B$, so raising $N_B$ has the opposite effect on $L$.

### Comparison with other one percent errors

The same formulas show how the junction responds when one other parameter changes by one percent and the rest are fixed:

- A higher background moves the junction by $-0.01L=-0.079$ nm.
- A larger range moves the whole profile by $0.01R_p=0.80$ nm.
- A larger straggle moves the junction by $0.01(d-L)=1.06$ nm.

In this example, range and straggle errors matter ten times or more as much as an equal percentage error in dose. An energy error generally changes both range and straggle, but not by equal percentages, so its effect is a weighted sum of the last two entries.

### When the linear estimate fails

The expansion requires $|\epsilon|\ll1$ and $|\epsilon|L\ll d$. Since $L/d=\sigma^2/d^2=1/(2\Lambda)$, the second condition is

$$|\epsilon|\ll2\ln\frac{N_p}{N_B}.$$

It is easily met in the main example, but not when the peak barely exceeds the background. Keep $\sigma=30$ nm and lower the dose until $N_p/N_B=1.005$. The junction is then 3.0 nm beyond the peak. For one percent more dose, the linear rule predicts a shift of 3.0 nm, while the full expression gives 2.2 nm. For one percent less dose, the peak falls below the background and the junction disappears.

In the limiting case $N_p=N_B$, $d=0$ and the linear formula diverges. The full expression gives $d'=\sigma\sqrt{2\ln(1+\epsilon)}\simeq\sigma\sqrt{2\epsilon}$ for a small positive error. The response is finite, but it varies as the square root of the error.

### What a real implant changes

The parameters roughly represent boron implanted at about 20 keV into a silicon well. The resulting junction, nearly 200 nm deep, is much deeper than the source and drain extensions of modern logic transistors. The assumption most open to doubt is the Gaussian shape: the junction lies 3.8 straggles from the centre, where a small change in the tail matters. The cases below use illustrative values, not fits to a measured profile. If the shape of the profile does not depend on dose, they put the shift for one percent more dose between 0.08 and 0.27 nm. These are not bounds: a more strongly skewed Pearson profile of the kind defined below, with $\gamma=-1$ and $\beta=5.5$, gives only 0.05 nm.

**Profile shape.** A Pearson profile allows the skewness $\gamma$ and kurtosis $\beta$ to differ from the Gaussian values 0 and 3. With $z=(x-R_p)/\sigma$, where $R_p$ is now the mean depth, its density $f$ obeys

$$(b_0+az+b_2z^2)\frac{df}{dz}=(z-a)f.$$

Multiplying by $z$, $z^2$ and $z^3$ in turn, and integrating by parts with vanishing end terms, gives three conditions for zero mean, unit variance and the chosen $\gamma$ and $\beta$:

$$b_0+3b_2=-1,\qquad 2a=-\gamma(1+4b_2),\qquad 3b_0+3a\gamma+5b_2\beta=-\beta.$$

For $\gamma=0$ and $\beta=4$, they give $a=0$, $b_0=-8/11$ and $b_2=-1/11$. Integration then yields $f\propto(1+z^2/8)^{-11/2}$, whose tail is much heavier than a Gaussian's. For $\gamma=-0.5$ and $\beta=4$, the equation was integrated numerically. In both cases the junction was found by numerical root finding.

**Channelling.** Ions travelling along open crystal directions can form a deep tail. As a model, 97 percent of the dose stays in the Gaussian, and 3 percent forms an exponential tail starting at the peak, with a decay length of 30 nm. Both shares are assumed independent of dose. The junction again follows from numerical root finding. In a real crystal, implant damage gradually closes the channels, so the channelled share tends to fall as the dose grows. In the limit where the extra one percent of ions adds nothing to the tail, this model gives a shift of only 0.008 nm instead of 0.27 nm.

**Annealing.** Diffusion with a constant coefficient $D$ for a time $t$ adds $2Dt$ to the variance of a Gaussian, so $\sigma^2$ becomes $\sigma^2+2Dt$ if the surface has negligible influence near the junction. The formulas for $d$ and $L$ then apply with the new straggle.

| Case | Junction change (nm) | Shift for +1% dose (nm) |
|---|---:|---:|
| Gaussian | 0 | 0.079 |
| Pearson, $\gamma=0$, $\beta=4$ | +27.1 | 0.174 |
| Pearson, $\gamma=-0.5$, $\beta=4$ | −7.7 | 0.087 |
| Channelling tail | +25.2 | 0.271 |
| $\sqrt{2Dt}=10$ nm | +5.7 | 0.083 |
| $\sqrt{2Dt}=20$ nm | +21.2 | 0.096 |

The middle column compares each junction with the original Gaussian one at the nominal dose. The last column is the further movement caused by the dose error. These are different questions: with constant $D$, the 20 nm anneal moves the junction by 21 nm but raises its dose response only modestly. The channelling tail has a similar effect on position but more than triples the response, because the local decay length becomes 27 nm. The two Pearson cases show that kurtosis alone does not determine the result; negative skewness removes much of the deep tail.

Real boron diffusion can depend on concentration and can be temporarily enhanced by implant damage. The constant-$D$ cases do not include either effect, and the first can be large. Suppose the diffusivity rises in proportion to the hole concentration, with an intrinsic carrier density of $10^{19}\ \mathrm{cm^{-3}}$ at the annealing temperature, and the built-in electric field is included. If the intrinsic diffusivity alone would give $\sqrt{2Dt}=20$ nm, a numerical solution of the diffusion equation with a reflecting surface puts the junction at 227 nm and gives a shift of 0.28 nm for one percent more dose, about three times the constant-$D$ value. This number depends strongly on the assumptions: it is 0.14 nm without the field, and 0.37 nm if the intrinsic carrier density is $7\times10^{18}\ \mathrm{cm^{-3}}$. The profile shape then depends on dose, so the simple rule no longer applies. Activation may also be incomplete, since the peak is near the solubility limit, very roughly $10^{20}\ \mathrm{cm^{-3}}$ at common annealing temperatures. If half the boron were inactive at every depth, replacing $1+\epsilon$ by 0.5 in the full expression would move the junction by $-5.6$ nm. A loss of activation confined to the peak would not change the crossing in the tail.

The surface matters little here. The fraction of the Gaussian outside the silicon is $\tfrac12\operatorname{erfc}[R_p/(\sqrt2\sigma)]=0.38$ percent. If $Q$ meant the retained dose instead, the profile inside would have to be higher by about this fraction, and the junction would be about 0.03 nm deeper.

### What 0.08 nm means

The shift is about one seventh of silicon's lattice parameter, 0.543 nm. It cannot describe a sharp plane of atoms. At the background concentration, the typical dopant spacing is $N_B^{-1/3}=21.5$ nm, so the calculated junction is an average over an area containing many dopants.

Even the dose fluctuates over a small area. A square of side 100 nm receives $10^5$ ions on average. If they arrive independently, the relative standard deviation is $1/\sqrt{10^5}=0.32$ percent, already a third of the assumed dose error.

The electrical junction is also less sharp than the metallurgical one. At 300 K and with relative permittivity $\varepsilon_r=11.7$, the Debye length for the background doping is

$$\lambda_D=\sqrt{\frac{\varepsilon_r\varepsilon_0k_BT}{e^2N_B}}=12.9\ \mathrm{nm}.$$

This exceeds the 7.9 nm decay length of the implant at the junction, so the mobile carriers cannot closely follow the doping there. Finding the depletion edges requires solving Poisson's equation. The value 0.08 nm is the mean shift of the metallurgical junction in the Gaussian model, not the shift of a depletion edge. The two are nevertheless of similar size here. A numerical solution of Poisson's equation at 300 K and zero bias puts the point of equal electron and hole densities at 214 nm. For one percent more dose, this point and the depletion edges, taken where the majority carrier density falls to half the local doping, move by 0.085 to 0.091 nm.
